# Uniform-Sphere and Gaussian Nuclei and the Dirac Equation at the Origin

An electron in the lowest state of a heavy one-electron ion has a substantial density close to the nucleus. If the nucleus is a point, the Dirac equation makes that density infinite at the origin. A real nucleus has a size, and its charge produces a finite potential at the centre. Two questions follow: what potential should replace \(-Z/r\), and what does the replacement do to the wave function?

I use Hartree atomic units. \(V\) is the potential energy of the electron and \(E\) its energy without the rest energy \(c^2\). The nucleus is static and spherical, with charge \(Z\) and root-mean-square charge radius \(R\). Recoil, radiative corrections and other electrons are left out.

## 1. The simple case: a point charge

Write the spinor with upper part \((P/r)\,\Omega_{\kappa m}\) and lower part \(i(Q/r)\,\Omega_{-\kappa m}\). The spin-angle functions obey

\[
\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m},\qquad \sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}.
\]

From \((\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L\) and \(\sigma_r^2=1\),

\[
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right),\qquad
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\Omega_{\kappa m}=\frac{i}{r}\left(P'+\frac{\kappa}{r}P\right)\Omega_{-\kappa m}.
\]

For the lower part, replace \(\kappa\) by \(-\kappa\) and \(P\) by \(iQ\). The two halves of the Dirac equation, \(c\,\boldsymbol\sigma\cdot\mathbf p\,\chi+V\varphi=E\varphi\) and \(c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi=E\chi\), become

\[
P'=-\frac{\kappa}{r}P+\frac{E-V+2c^2}{c}Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P. \tag{1}
\]

With \(V=-Z/r\), try \(P\approx a r^s\), \(Q\approx b r^s\). The most singular terms, of order \(r^{s-1}\), give

\[
(s+\kappa)a=\frac Zc\,b,\qquad (s-\kappa)b=-\frac Zc\,a .
\]

Multiplying these and dividing by \(ab\) gives \(s^2-\kappa^2=-Z^2/c^2\), so

\[
s=\pm\gamma,\qquad \gamma=\sqrt{\kappa^2-Z^2/c^2}. \tag{2}
\]

I take \(Z<c\), so that \(\gamma\) is real for every \(\kappa\). The solution with \(s=+\gamma\) has spinor components proportional to \(r^{\gamma-1}\). For \(|\kappa|=1\), \(\gamma<1\) and they diverge. For \(|\kappa|\ge2\), \(\gamma>1\) and they vanish at the origin, but in general with a non-integer power, which is not smooth.

The lowest state, \(\kappa=-1\), shows this in closed form:

\[
P=N r^\gamma e^{-Zr},\qquad Q=\frac{(\gamma-1)c}{Z}P,\qquad E=c^2(\gamma-1)=-\frac{Z^2}{1+\gamma}.
\]

To check it, insert it in (1). The \(1/r\) terms reproduce the two conditions on \(a\) and \(b\). The constant terms require \(-Z=(E+2c^2)(\gamma-1)/Z\) and \(E=c^2(\gamma-1)\). The first holds because \(E+2c^2=c^2(\gamma+1)\) and \(\gamma^2-1=-Z^2/c^2\).

The density \((P^2+Q^2)/(4\pi r^2)\) therefore behaves as \(r^{2\gamma-2}\).

**Limit.** For \(c\to\infty\), \(\gamma\to1\) and \(E\to-Z^2/2\). At any fixed \(r>0\) the density tends to the nonrelativistic one, which is finite at the origin. The divergence is relativistic. It is weak enough that the state can still be normalized.

## 2. Spreading the charge: the uniform sphere

A thin spherical shell of unit charge and radius \(s\) has electrostatic potential \(1/r\) outside and \(1/s\) inside. Summing over shells of a density \(\rho(s)\), with a minus sign for the electron's charge,

\[
V(r)=-\frac1r\int_0^r4\pi s^2\rho(s)\,ds-\int_r^\infty4\pi s\rho(s)\,ds. \tag{3}
\]

Let the charge fill a sphere of surface radius \(R_0\) with constant density \(\rho_0=3Z/(4\pi R_0^3)\). For \(r<R_0\), the two terms are

\[
\frac1r\,\frac{4\pi\rho_0r^3}{3}=\frac{Zr^2}{R_0^3},\qquad
4\pi\rho_0\,\frac{R_0^2-r^2}{2}=\frac{3Z}{2R_0^3}(R_0^2-r^2).
\]

Adding them and restoring the sign,

\[
V(r)=-\frac{Z}{2R_0}\left(3-\frac{r^2}{R_0^2}\right)\quad(r<R_0),\qquad
V(r)=-\frac Zr\quad(r\ge R_0). \tag{4}
\]

The surface radius is not the rms radius. The mean square is

\[
R^2=\frac{\int_0^{R_0}s^4ds}{\int_0^{R_0}s^2ds}=\frac{R_0^5/5}{R_0^3/3}=\frac35R_0^2,
\qquad R_0=\sqrt{\tfrac53}\,R. \tag{5}
\]

**Limit.** At \(r=R_0\) both forms in (4) give \(-Z/R_0\), and both slopes are \(Z/R_0^2\). The second derivative is \(Z/R_0^3\) just inside and \(-2Z/R_0^3\) just outside, so it jumps by \(-3Z/R_0^3\). The sphere is smooth at its centre but not at its edge.

## 3. Removing the edge: the Gaussian

Take \(\rho(s)=Z(\xi/\pi)^{3/2}e^{-\xi s^2}\). The prefactor makes the total charge \(Z\), since each Cartesian integral of \(e^{-\xi x^2}\) is \(\sqrt{\pi/\xi}\). Integration by parts gives \(\int x^2e^{-\xi x^2}dx=(1/2\xi)\int e^{-\xi x^2}dx\). Each direction contributes \(1/(2\xi)\) to the mean square, hence

\[
R^2=\frac{3}{2\xi},\qquad \boxed{\xi=\frac{3}{2R^2}}. \tag{6}
\]

The outer integral in (3) is

\[
\int_r^\infty4\pi s\rho\,ds
=4\pi Z\left(\frac\xi\pi\right)^{3/2}\frac{e^{-\xi r^2}}{2\xi}
=2Z\sqrt{\frac\xi\pi}\,e^{-\xi r^2}.
\]

For the enclosed charge, integrate by parts with \(s\) as one factor and \(s e^{-\xi s^2}\) as the other:

\[
\int_0^rs^2e^{-\xi s^2}ds=-\frac{r e^{-\xi r^2}}{2\xi}
+\frac1{2\xi}\,\frac{\sqrt\pi}{2\sqrt\xi}\,\operatorname{erf}(\sqrt\xi\,r).
\]

Multiplication by \(4\pi Z(\xi/\pi)^{3/2}\) gives

\[
\int_0^r4\pi s^2\rho\,ds=Z\operatorname{erf}(\sqrt\xi\,r)-2Z\sqrt{\frac\xi\pi}\,r e^{-\xi r^2}.
\]

After division by \(r\), the exponential term cancels the outer integral:

\[
V(r)=-\frac{Z}{r}\operatorname{erf}(\sqrt\xi\,r). \tag{7}
\]

**Limits.** Far outside, \(\operatorname{erf}\to1\) and the point potential returns. Near the centre, \(\operatorname{erf}(x)=(2/\sqrt\pi)(x-x^3/3+\dots)\) contains odd powers only, so \(V\) contains even powers only. The central values of the two models are

\[
V_{\rm sphere}(0)=-\frac32\sqrt{\frac35}\,\frac ZR,\qquad
V_{\rm Gauss}(0)=-\sqrt{\frac6\pi}\,\frac ZR. \tag{8}
\]

The program tests (4) and (7) against direct three-dimensional Coulomb integrals that do not use the shell formula.

## 4. Why match the rms radius?

The central potentials differ, so equality of \(R\) needs a reason. Consider the departure from a point charge. A shell of radius \(s\) changes the potential only where \(r<s\), and there the change per unit charge is \(1/r-1/s\). Its volume integral is

\[
\int_0^s4\pi r^2\left(\frac1r-\frac1s\right)dr
=4\pi\left(\frac{s^2}{2}-\frac{s^2}{3}\right)=\frac{2\pi}{3}s^2.
\]

Summing over the shells of any spherical density with a finite second moment,

\[
\int\left(V+\frac Zr\right)d^3r=\frac{2\pi}{3}ZR^2. \tag{9}
\]

If the electron density is nearly constant over the nucleus, the first-order energy shift is this integral times the density at the origin. For a nonrelativistic 1s electron that density is \(Z^3/\pi\), so

\[
\Delta E\simeq\frac{2\pi}{3}ZR^2\,\frac{Z^3}{\pi}=\frac23Z^4R^2. \tag{10}
\]

At this order the shape of the charge does not matter once \(R\) is fixed.

**Limit.** With \(Z=1\), \(R=0.001\) bohr and an artificially large \(c=10\,000\), the computed shifts divided by (10) are 0.99836 for the sphere and 0.99826 for the Gaussian. Corrections of relative order \(ZR=0.001\) are expected.

## 5. The Dirac solutions inside a finite nucleus

Both potentials now have the form \(V=V(0)+V_2r^2+V_4r^4+\dots\) near the origin. Define

\[
\varepsilon(r)=\frac{E-V(r)}c=\sum_{n\ge0}\varepsilon_nr^{2n},\qquad
\eta(r)=\varepsilon(r)+2c=\sum_{n\ge0}\eta_nr^{2n},
\]

and call the central values \(w=\varepsilon_0\) and \(W=\eta_0=w+2c\). The \(1/r\) terms in (1) now come from \(\kappa\) alone. The indices are therefore \(\pm k\), with \(k=|\kappa|\), in place of \(\pm\gamma\).

Start with \(\kappa=-k\) and set

\[
P=r^k\sum_{n\ge0}p_nr^{2n},\qquad Q=r^{k+1}\sum_{n\ge0}q_nr^{2n}.
\]

In the first equation of (1), compare powers \(r^{k+2n-1}\). In the second, compare powers \(r^{k+2n}\). Moving the \(\kappa/r\) terms to the left gives

\[
2n\,p_n=\sum_{m=0}^{n-1}\eta_mq_{n-1-m},\qquad
(2k+1+2n)\,q_n=-\sum_{m=0}^{n}\varepsilon_mp_{n-m}. \tag{11}
\]

For \(n=0\) the first relation is \(0=0\), so \(p_0\) is free. All later coefficients follow without a zero denominator. The first are

\[
q_0=-\frac{w}{2k+1}p_0,\qquad p_1=\frac{W}{2}q_0=-\frac{wW}{2(2k+1)}p_0. \tag{12}
\]

The series also converge. Let the expansion of \(V\) converge to \(V\) for \(r<d\) (for the sphere, \(d=R_0\)), and choose \(\sigma<\tau<d\). Then \(|\varepsilon_m|\) and \(|\eta_m|\) are at most \(M\tau^{-2m}\) for some \(M\). If earlier coefficients are bounded by \(A\sigma^{-2n}\), the sums in (11) are bounded by a constant times \(A\sigma^{-2n}\), the constant being independent of \(n\). The divisors grow with \(n\), so beyond some \(n\) the same bound passes to \(p_n\) and then to \(q_n\). Choosing \(A\) large enough covers the earlier terms. The series thus converge for \(r<\sigma\), and \(\sigma\) may be any radius below \(d\).

The exchange \(P\leftrightarrow Q\), \(\eta\leftrightarrow-\varepsilon\) turns equations (1) for \(\kappa=-k\) into those for \(\kappa=+k\). Hence

\[
Q=r^k(q_0+\dots),\qquad P=r^{k+1}\left(\frac{W}{2k+1}q_0+\dots\right). \tag{13}
\]

**Limit.** For constant \(V\) and \(\kappa=-1\), differentiating \(P'=P/r+WQ\) gives

\[
P''=\frac{P'}r-\frac P{r^2}+W\left(-\frac Qr-wP\right)=-wWP,
\]

because \(WQ=P'-P/r\). The solution vanishing at the origin is proportional to \(\sin(\sqrt{wW}\,r)=\sqrt{wW}\,(r-wWr^3/6+\dots)\), in agreement with (12) for \(k=1\).

### The other solution

A second-order system has two independent solutions, and the other must be ruled out. For \(\kappa=-k\), put

\[
Q=r^{-k}\sum_n\tilde q_nr^{2n},\qquad P=r^{-k+1}\sum_n\tilde p_nr^{2n}.
\]

Equations (1) give

\[
(2n+1-2k)\tilde p_n=\sum_{m=0}^{n}\eta_m\tilde q_{n-m},\qquad
2n\,\tilde q_n=-\sum_{m=0}^{n-1}\varepsilon_m\tilde p_{n-1-m}.
\]

The first factor is odd and never zero. No logarithm is needed, although the indices differ by the integer \(2k\). The exchange above covers \(\kappa=+k\).

This solution starts as \(r^{-k}\). Its norm contains \(\int_0 r^{-2k}dr\), which diverges for every \(k\ge1\). Any admixture of it is therefore inadmissible, and each normalizable solution has the regular form.

The point nucleus is less selective. Its second solution \(r^{-\gamma}\) is square integrable near zero if \(2\gamma<1\). For \(|\kappa|=1\) this happens when \(Z>\sqrt3\,c/2=118.68\). Normalizability alone then no longer selects the solution.

### From radial functions to the spinor

The orbital angular momentum of the upper part is \(l=k-1\) for \(\kappa=-k\) and \(l=k\) for \(\kappa=+k\). That of the lower part, \(l'\), has these values interchanged. Equations (11) to (13) can therefore be written as

\[
\boxed{P=r^{l+1}\times(\text{series in }r^2),\qquad
Q=r^{l'+1}\times(\text{series in }r^2).} \tag{14}
\]

After division by \(r\), each spinor component is a combination of \(r^lY_{lm}\) or \(r^{l'}Y_{l'm}\) times a series in \(r^2=x^2+y^2+z^2\). The functions \(r^lY_{lm}\) are polynomials in \(x,y,z\). Every component is thus analytic at the origin. This is the precise sense in which the solution is regular.

Two properties of \(V\) have entered. Its finite central value replaces \(\gamma\) by an integer. Its even expansion supplies the smoothness beyond the leading power. A finite potential with a term linear in \(r\) would keep the leading indices but lose the purely even series.

For \(\kappa=-1\), insert (12) in the density \(D=(P^2+Q^2)/(4\pi r^2)\):

\[
\frac{D(r)}{D(0)}=1+\left(\frac{2p_1}{p_0}+\frac{q_0^2}{p_0^2}\right)r^2+\dots
=1+\left(\frac{w^2}{9}-\frac{wW}{3}\right)r^2+\dots \tag{15}
\]

There is neither a divergence nor a cusp.

## 6. A heavy model ion

Take the round parameters \(Z=80\) and \(R=5\) fm, which do not denote a particular nucleus. Equations (5) and (6) give

\[
R_0=\sqrt{5/3}\times5=6.455\ \text{fm},\qquad
\xi=\frac{3}{2\times25}=0.0600\ \text{fm}^{-2}.
\]

In atomic units \(R=9.4486\times10^{-5}\) bohr, so \(Z/R=8.467\times10^5\) hartree. From (8), the central potentials are \(-9.838\times10^5\) hartree (\(-26.77\) MeV) for the sphere and \(-1.1701\times10^6\) hartree (\(-31.84\) MeV) for the Gaussian. The Gaussian is deeper at the centre but shallower at \(r=R\), where its value is \(-7.762\times10^5\) hartree, against \(-7.870\times10^5\) hartree for the sphere. Some change of sign is required, since (9) gives both models the same volume integral.

**The exponents.** With \(Z/c=0.5838\), equation (2) gives \(\gamma=\sqrt{1-0.5838^2}=0.8119\) for \(|\kappa|=1\). The program integrates (1) outward from an arbitrary starting vector, so the regular form is not put in by hand. For \(\kappa=-1\), the measured exponents of \(P\) and \(Q\) are 1.0000 and 2.0000 in both finite models, and 0.8119 for both functions with the point nucleus. Inward integration finds the singular exponents, \(-1.0000\) and \(-0.8119\). The tests also cover \(\kappa=+1,\pm2\).

**The density.** The 1s densities, in bohr\(^{-3}\), are:

| \(r/R\) | sphere | Gaussian | point |
|---|---|---|---|
| 0.001 | \(1.003\times10^6\) | \(1.031\times10^6\) | \(1.457\times10^7\) |
| 0.01 | \(1.003\times10^6\) | \(1.031\times10^6\) | \(6.127\times10^6\) |
| 1 | \(9.118\times10^5\) | \(9.160\times10^5\) | \(1.068\times10^6\) |
| 10 | \(3.890\times10^5\) | \(3.891\times10^5\) | \(3.918\times10^5\) |

Between the first two rows the point density falls by a factor 2.378, which is \(10^{2-2\gamma}\). The finite-nucleus densities have levelled off. At \(10R\) they are within 1% of the point density.

For the sphere, the computed energy \(E=-3530\) hartree gives \(wR=0.67587\) and \(WR=0.70176\). The coefficient in (15), multiplied by \(R^2\), is

\[
\frac{0.67587^2}{9}-\frac{0.67587\times0.70176}{3}=-0.1073.
\]

The density computed at \(r=0.05R\) gives \(-0.1073\) as well. For the Gaussian, the series gives \(-0.1507\) and the computed density \(-0.1506\).

**The energy.** An identity links the finite-nucleus state \(f\) to the point state \(p\) of the same \(\kappa\). Differentiate \(P_pQ_f-Q_pP_f\) and use (1). The \(\kappa/r\) and \(2c^2\) terms cancel, leaving

\[
\frac{d}{dr}(P_pQ_f-Q_pP_f)=\frac{(E_p-V_p)-(E_f-V_f)}{c}\,(P_pP_f+Q_pQ_f).
\]

Integrate over all \(r\). The left side vanishes at infinity for bound states, and at the origin because the products vanish at least as fast as \(r^{\gamma+1}\). With \(V_p=-Z/r\),

\[
(E_f-E_p)\int_0^\infty(P_pP_f+Q_pQ_f)\,dr
=\int_0^\infty\left(V_f+\frac Zr\right)(P_pP_f+Q_pQ_f)\,dr. \tag{16}
\]

This is not a perturbation expansion, and the program uses it to test the computed energies. The point energy is \(-3532.192\) hartree. The sphere raises it by 1.744 hartree (47.45 eV) and the Gaussian by 1.727 hartree (46.99 eV).

The nonrelativistic estimate (10) is 0.244 hartree, about seven times too small. It uses the density \(Z^3/\pi=1.63\times10^5\) bohr\(^{-3}\), whereas the relativistic densities at \(r=R\) are near \(10^6\) bohr\(^{-3}\). The weight in (16) also varies across the nucleus, so (9) no longer fixes the shift by \(R\) alone. Here the Gaussian shift is 0.97% below that of the sphere. Both shapes are idealized, and the smoother one is not the more realistic one. A Fermi distribution with a skin thickness of 2.3 fm and the same \(R\), closer to the charge profile of a heavy nucleus, gives 1.740 hartree, which is nearer to the sphere than to the Gaussian.

Now let 5 fm be the surface radius of the sphere instead. The shift drops to 1.156 hartree, or 0.663 of the matched value. A scaling argument accounts for most of this. Multiply (1) by \(r\) and use \(r/R\) as the variable. The radius \(R\) then survives only in the terms \(RE/c\) and \(2cR\). Since \(|E|\) is of order \(Z^2\), the first is smaller than the potential term, of size \(Z/c\), by a factor of order \(ZR\). The second multiplies \(Q\), and \(|Q/P|\) is of order \(Z/c\), so its size relative to \(P\) is also of order \(ZR\). If \(ZR\ll1\), (1) therefore depends on \(r/R\) only in and near the nucleus. Joining to the outer \(r^\gamma\) solution gives both states an amplitude \(R^\gamma\) at \(r\sim R\). The potential difference scales as \(1/R\) and the integration range as \(R\), so (16) gives \(\Delta E\propto R^{2\gamma}\). Multiplying \(R^2\) by \(3/5\) should multiply the shift by \((3/5)^{0.8119}=0.661\), close to the computed ratio. The neglected terms are of relative order \(ZR=0.0076\), and the computed ratio exceeds the estimate by 0.36%, about half of \(ZR\).

## Table of computed values

```
Nuclear charge Z = 80; rms radius R = 5.0 fm
R in atomic units = 9.448631e-05 bohr
Speed of light c = 137.035999 a.u.; Z/c = 0.583788
Sphere surface radius R0 = 6.45497 fm
Gaussian exponent xi = 0.06000 fm^-2
V(0) sphere = -9.83757e+05 hartree = -26.769 MeV
V(0) gauss = -1.17010e+06 hartree = -31.840 MeV
Twice the rest energy, 2c^2 = 37557.73 hartree
Potential in hartree: r/R, sphere, gauss, point
  0.5  -9.34570e+05  -1.03892e+06  -1.69337e+06
  1.0  -7.87006e+05  -7.76185e+05  -8.46684e+05
  1.5  -5.64456e+05  -5.59164e+05  -5.64456e+05
  2.0  -4.23342e+05  -4.23117e+05  -4.23342e+05
  3.0  -2.82228e+05  -2.82228e+05  -2.82228e+05
gamma for |kappa|=1: 0.811906; for |kappa|=2: 1.912901
Z where point gamma = 1/2 (|kappa|=1): 118.68
Measured exponents: P regular, Q regular, leading singular
  kappa=-1 sphere 1.0000 2.0000 -1.0000
  kappa=-1 gauss  1.0000 2.0000 -1.0000
  kappa=-1 point  0.8119 0.8119 -0.8119
  kappa=+1 sphere 2.0000 1.0000 -1.0000
  kappa=+1 gauss  2.0000 1.0000 -1.0000
  kappa=+1 point  0.8119 0.8119 -0.8119
  kappa=-2 sphere 2.0000 3.0000 -2.0000
  kappa=-2 gauss  2.0000 3.0000 -2.0000
  kappa=-2 point  1.9129 1.9129 -1.9129
  kappa=+2 sphere 3.0000 2.0000 -2.0000
  kappa=+2 gauss  3.0000 2.0000 -2.0000
  kappa=+2 point  1.9129 1.9129 -1.9129
Small-nucleus test: Z = 1, R = 0.001 bohr, c = 10000 a.u.
  shift/(2 Z^4 R^2/3): sphere 0.99836, gauss 0.99826
1s energy, point = -3532.192093 hartree
1s energy, sphere = -3530.448348 hartree
1s energy, gauss = -3530.465311 hartree
1s shift, sphere = 1.743745 hartree = 47.450 eV
1s shift, gauss = 1.726781 hartree = 46.988 eV
1s shift, sphere with surface radius R = 1.155950 hartree = 31.455 eV
Gauss minus sphere = -0.016964 hartree = -0.973 % of sphere shift
Nonrelativistic 2 Z^4 R^2/3 = 0.243785 hartree
1s density in bohr^-3: r/R, sphere, gauss, point
  0.001  1.00342e+06  1.03054e+06  1.45719e+07
  0.010  1.00341e+06  1.03053e+06  6.12729e+06
  0.100  1.00234e+06  1.02900e+06  2.57330e+06
  1.000  9.11786e+05  9.15958e+05  1.06756e+06
  10.000  3.89031e+05  3.89059e+05  3.91845e+05
Density r^2 coefficient times R^2, sphere: measured -0.10730, series -0.10734
Density r^2 coefficient times R^2, gauss: measured -0.15058, series -0.15072
```
